\section*{Elliott–Yafet spin relaxation and Fermi-surface hot spots in aluminium}

Anyone who computes the spin relaxation time of a metal must decide how finely to sample the Fermi surface. If the admixture of opposite spin in the Bloch states is nearly uniform, a few representative points are enough. If it is concentrated where two bands nearly meet, a coarse mesh can miss most of it. In the main sample of the aluminium model treated here, the states lying more than 1 eV from any other band have a mean admixture 4.2 times smaller than the average of the whole sample. Used alone, they would lengthen the computed relaxation time by the same factor. A sample refined around the nearly degenerate states raises the factor to about eight.

The crystal is assumed to have time-reversal and inversion symmetry. In the algebra $\hbar=m=e=1$. The combined operation $\Theta\psi(\mathbf r)=i\sigma_y\psi^*(-\mathbf r)$ commutes with the Hamiltonian and leaves $\mathbf k$ unchanged, because complex conjugation and inversion each reverse it. Since $(i\sigma_y)^2=-1$, $\Theta^2=-1$. Antiunitarity, $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$, applied to $\phi=\psi$ and $\chi=\Theta\psi$ gives
\begin{equation}
-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle=0 .
\end{equation}
Each level is therefore a pair of orthogonal states. As $\Theta$ reverses $\boldsymbol\sigma$, the partners have opposite spin vectors, and $\sigma_z$ projected onto the pair is a traceless $2\times2$ matrix. Its eigenstates define the labels:
\begin{equation}
|\mathbf k\Uparrow\rangle=\sum_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}
\left(a_{\mathbf G}|\uparrow\rangle+b_{\mathbf G}|\downarrow\rangle\right),\qquad
b_{\mathbf k}^2=\sum_{\mathbf G}|b_{\mathbf G}|^2 ,
\end{equation}
with $|\mathbf k\Downarrow\rangle=\Theta|\mathbf k\Uparrow\rangle$ and $\langle\sigma_z\rangle=\pm(1-2b_{\mathbf k}^2)$. The label is not the spin itself, so a potential that does not act on spin can still change it.

To find $b_{\mathbf k}^2$ we need the spin-orbit coupling between plane waves. In a simple metal we represent it by an $\mathbf L\cdot\mathbf S$ term acting on a $p$ shell at each atom. The overlap of a plane wave with the Cartesian orbital $p_\alpha$ is proportional to $k_\alpha$, and $(L_j)_{\alpha\beta}=-i\varepsilon_{j\alpha\beta}$, so
\begin{equation}
\sum_{\alpha\beta}k'_\alpha(L_j)_{\alpha\beta}k_\beta=-i(\mathbf k'\times\mathbf k)_j .
\end{equation}
For a radial function $re^{-r^2/2r_p^2}$ the overlap also contains $e^{-k^2r_p^2/2}$. With all constants collected in one energy $\lambda$,
\begin{equation}
V_{\rm so}(\mathbf k',\mathbf k)=-\frac{i\lambda}{k_F^2}\,g(k')g(k)\,(\mathbf k'\times\mathbf k)\cdot\boldsymbol\sigma,
\qquad g(k)=e^{-(k^2-k_F^2)r_p^2/2}.
\label{so}
\end{equation}

With an atom at the inversion centre, the coefficients of the spinless band states can be chosen real. Equation \eqref{so} then gives $\langle m|V_{\rm so}|n\rangle=-i\boldsymbol\ell_m\cdot\boldsymbol\sigma$ with real $\boldsymbol\ell_m$. The cross product is antisymmetric, so $\boldsymbol\ell_n=0$: there is no first-order splitting or mixing inside the level. To first order,
\begin{equation}
|\Uparrow\rangle=|n\uparrow\rangle+\sum_{m\ne n}
\frac{-i\left[\ell_{mz}|m\uparrow\rangle+(\ell_{mx}+i\ell_{my})|m\downarrow\rangle\right]}{E_n-E_m}.
\end{equation}
The off-diagonal element of $\sigma_z$ within the pair first appears at second order and alters its eigenvalues at fourth order. The leading admixture is thus the weight of the down component. Averaged over the three cubic choices of spin axis, where each component of $\boldsymbol\ell_m$ is transverse twice, it becomes
\begin{equation}
b_z^2=\sum_{m\ne n}\frac{\ell_{mx}^2+\ell_{my}^2}{(E_n-E_m)^2},\qquad
\overline{b^2}=\frac23\sum_{m\ne n}\frac{|\boldsymbol\ell_m|^2}{(E_n-E_m)^2}.
\label{pert}
\end{equation}
The squared gap in the denominator is the origin of the hot spots. The expansion requires $|\boldsymbol\ell_m|\ll|E_n-E_m|$.

Now add dilute, elastic scatterers without spin-orbit coupling of their own, in Born approximation. Let $C_{\mathbf G}(\mathbf k)$ be the $2\times2$ matrix whose rows are real spin and whose columns are the pair labels. The amplitude matrix is
\begin{equation}
M_{\mathbf k'\mathbf k}=\sum_{\mathbf G'\mathbf G}U_{\mathbf G'\mathbf G}\,
C^\dagger_{\mathbf G'}(\mathbf k')\,C_{\mathbf G}(\mathbf k).
\label{amp}
\end{equation}
The cleanest case has amplitudes $U_{\mathbf G'\mathbf G}$ that are uncorrelated, with zero mean and equal variance $u^2$. This is an idealization: a local potential depends only on the difference of wave vectors, so it gives the same amplitude to all pairs with the same $\mathbf G'-\mathbf G$. Cross terms then vanish on averaging. With $\rho_{ss'}=\sum_{\mathbf G}c_{\mathbf Gs}c^*_{\mathbf Gs'}=\tfrac12(1+\mathbf s\cdot\boldsymbol\sigma)_{ss'}$ for the initial state, and $\rho'$ for the final one,
\begin{equation}
\overline{|M|^2}=u^2\sum_{\mathbf G'\mathbf G}\Big|\sum_s c'^*_{\mathbf G's}c_{\mathbf Gs}\Big|^2
=u^2\,{\rm Tr}(\rho'\rho)=\frac{u^2}{2}(1+\mathbf s'\cdot\mathbf s).
\end{equation}
The final partner has spin $-\mathbf s'$. The two probabilities add to $u^2$, so the fraction of events that change the label is
\begin{equation}
p_{\rm flip}(\mathbf k,\mathbf k')=\frac{1-\mathbf s_{\mathbf k}\cdot\mathbf s_{\mathbf k'}}{2},
\end{equation}
where $\mathbf s_{\mathbf k}$ belongs to $\Uparrow$. Let $\langle\cdots\rangle$ denote the Fermi-surface average weighted by density of states. A half-turn about $z$ reverses $s_x$ and $s_y$, leaving $\langle\mathbf s\rangle=(0,0,1-2\langle b^2\rangle)$. Hence
\begin{equation}
W_{\rm flip}=\frac1\tau\,\frac{1-(1-2\langle b^2\rangle)^2}{2}
=\frac{2\langle b^2\rangle(1-\langle b^2\rangle)}{\tau}.
\label{flip}
\end{equation}
Here $1/\tau$ is the total scattering rate. It is also the momentum relaxation rate, because the final velocity is uncorrelated with the initial one and averages to zero. The factor 2 has a simple meaning: the initial and the final state each contribute one $b^2$.

The decay of polarization needs more care, since scattering can also create coherence between $\Uparrow$ and $\Downarrow$, which have the same energy. Write the pair density matrix as $\tfrac12(f+\mathbf P_{\mathbf k}\cdot\boldsymbol\mu)$, with Pauli matrices $\mu_j$ acting on the labels, and the projected spin as $\sum_{\mathbf G}C^\dagger_{\mathbf G}\sigma_iC_{\mathbf G}=\sum_jA_{ij}(\mathbf k)\mu_j$. For uncorrelated amplitudes, a scattering event first reduces the initial density matrix to its real-spin part, with spin $S_i=\sum_jA_{ij}P_j$. It then projects that spin onto the final pair. Therefore
\begin{equation}
\frac{d\mathbf P_{\mathbf k}}{dt}=-\frac1\tau\left[\mathbf P_{\mathbf k}
-A^{T}_{\mathbf k}\langle A\mathbf P\rangle\right].
\end{equation}
For a mode decaying at rate $\gamma$, set $\mathbf S=\langle A\mathbf P\rangle$. The equation gives $(1-\gamma\tau)\mathbf P_{\mathbf k}=A^T_{\mathbf k}\mathbf S$. Multiplying by $A_{\mathbf k}$ and averaging gives
\begin{equation}
(1-\gamma\tau)\mathbf S=\langle AA^T\rangle\mathbf S .
\end{equation}
Cubic symmetry makes $\langle AA^T\rangle$ a multiple of the unit matrix. Its $zz$ element is the average squared length of the $z$ row of $A$, and that length is the positive eigenvalue of projected $\sigma_z$, namely $1-2b^2$. The slow spin modes thus obey
\begin{equation}
\frac1{T_1}=\frac{1-\langle(1-2b^2)^2\rangle}{\tau}
=\frac{4\langle b^2(1-b^2)\rangle}{\tau}.
\label{t1}
\end{equation}
For small $b^2$ this is twice the flip rate, as it should be: one flip changes the difference between the two populations by two. A test on 20 Fermi-surface states, five of them the most strongly mixed in the sample, summed all plane-wave channels explicitly and diagonalized the collision operator. The mean of its three slowest spin rates agreed with \eqref{t1} to the eight decimals printed. Local white-noise disorder, which correlates some of the amplitudes, gave mean spin decay rates of 3.8 to 4.0 times $\langle b^2\rangle/\tau$ in three samples of 100 states.

For other scatterers the ratio of the spin decay rate to $b^2/\tau$ is not universal. The collision operator is symmetric, so its smallest eigenvalue cannot exceed its expectation value in any trial distribution. For a uniform polarization along the label axis, the outgoing rate is $W_{\rm same}+W_{\rm flip}$ and the returning polarization is $W_{\rm same}-W_{\rm flip}$. The difference gives
\begin{equation}
\gamma_{\min}\le 2W_{\rm flip}.
\end{equation}

The inequality can be extreme. Take a contact potential at an inversion centre, so that every $U_{\mathbf G'\mathbf G}$ equals $U$. The matrix $\phi_{\mathbf k}=\sum_{\mathbf G}C_{\mathbf G}$ contains the two spinors at the impurity. These are $\psi(0)$ and $i\sigma_y\psi^*(0)$, which are orthogonal and equally long, so $\phi_{\mathbf k}=f_{\mathbf k}R_{\mathbf k}$ with $f_{\mathbf k}$ real and $R_{\mathbf k}$ unitary. Then
\begin{equation}
M_{\mathbf k'\mathbf k}=Uf_{\mathbf k'}f_{\mathbf k}R^\dagger_{\mathbf k'}R_{\mathbf k},\qquad
M_{\mathbf k'\mathbf k}\left(R^\dagger_{\mathbf k}\sigma_jR_{\mathbf k}\right)M^\dagger_{\mathbf k'\mathbf k}
=U^2f_{\mathbf k'}^2f_{\mathbf k}^2\,R^\dagger_{\mathbf k'}\sigma_jR_{\mathbf k'} .
\end{equation}
The polarization $R^\dagger_{\mathbf k}\sigma_jR_{\mathbf k}$ is handed on intact from state to state. Labels flip, yet this dressed spin does not decay. In a sample of 120 states of the aluminium model, the contact flip rate was $1.8\,b^2$ times the total scattering rate, while the decay rate was zero to rounding, $2\times10^{-15}$ of the total. A screened impurity, $U(q)\propto1/(q^2+k_{\rm TF}^2)$ with $k_{\rm TF}=2.05$ \AA$^{-1}$, has no such conservation law. For the same states its flip rate was $3.0\,b^2$ and its mean spin decay rate $3.9\,b^2$ times the momentum relaxation rate, estimated from the initial decay of a distribution proportional to the velocity. The nearness of the second number to 4 is accidental: other samples of 60 states gave values from 1.6 to 5.8. For the uncorrelated and screened scatterers the Elliott--Yafet estimate thus gives the right order of magnitude; the contact potential shows that this is not guaranteed.

It remains to find where $b^2$ is large. Near a Bragg plane the waves $\mathbf k$ and $\mathbf k-\mathbf G$ dominate. If $d$ is the distance of $\mathbf k$ from the plane, half their kinetic-energy difference is
\begin{equation}
\delta=\frac{k^2-|\mathbf k-\mathbf G|^2}{4}=\frac{2\mathbf k\cdot\mathbf G-G^2}{4}=\frac{Gd}{2}.
\end{equation}
The lattice potential couples them by $V>0$. By \eqref{so}, with $g\simeq1$ near the Fermi surface, the spin-orbit element from $\mathbf k-\mathbf G$ to $\mathbf k$ is $+i\lambda(\mathbf k\times\mathbf G)\cdot\boldsymbol\sigma/k_F^2$. Choosing $\mathbf n$ along $\mathbf G\times\mathbf k$ turns this into $-iL\sigma_n$. Apart from the mean energy,
\begin{equation}
H=\delta\eta_z+V\eta_x+L\eta_y\sigma_n,\qquad L=\frac{\lambda|\mathbf k\times\mathbf G|}{k_F^2},
\end{equation}
where $\eta_j$ are Pauli matrices in the space of the two waves. Since $\sigma_n=\pm1$ is conserved, spin along $\mathbf n$ is not mixed at all. For a perpendicular axis, the spin operator connects the two orbital states whose directions are $(V,\pm L,\delta)$. With $\theta$ the angle between these directions, the squared overlap of the two states is
\begin{equation}
\cos^2\frac\theta2=\frac{1+\cos\theta}{2}
=\frac12\left[1+\frac{\delta^2+V^2-L^2}{\delta^2+V^2+L^2}\right]
=\frac{\delta^2+V^2}{\delta^2+V^2+L^2}.
\end{equation}
Equating $\cos(\theta/2)$ to $1-2b_\perp^2$ gives
\begin{equation}
b_\perp^2=\frac12\left[1-\sqrt{\frac{\delta^2+V^2}{\delta^2+V^2+L^2}}\right]
\simeq\frac{L^2}{4(\delta^2+V^2)}=\frac{L^2}{\Delta^2}\quad(L\ll V),
\label{bragg}
\end{equation}
where $\Delta=2\sqrt{\delta^2+V^2}$ is the gap without spin-orbit coupling. At a true degeneracy, $\delta=V=0$, the mixing reaches $1/2$. Across an ordinary Bragg plane it is a Lorentzian with area
\begin{equation}
\int_{-\infty}^{\infty}b_\perp^2\,d\delta\simeq\frac{L^2}{4}\int_{-\infty}^{\infty}\frac{d\delta}{\delta^2+V^2}=\frac{\pi L^2}{4V}.
\end{equation}
A smaller $V$ narrows the hot region in proportion to $V$ but raises its peak as $1/V^2$. The product grows as $1/V$, so the narrow region gains weight in the average.

The density of states must be included. Near one plane the energy is $k_t^2/2$ plus a function of $d$, where $k_t$ is the wave vector along the plane. At fixed energy, $\int d^2k_t\,\delta(E-E_F)=2\pi$ for every $d$, while the whole free-electron sphere gives $4\pi k_F$. An interval $dd$ therefore has weight $dd/2k_F$. For the numbers, measure wave vectors in units of $2\pi/a$ and put $T_0=(2\pi/a)^2/2$, so that $\delta=T_0Gd$. Averaging over spin axes supplies the factor $2/3$, and $N$ equivalent planes give
\begin{equation}
\langle b^2\rangle_{\mathbf G}\simeq\frac{N}{2k_F}\,\frac23\,\frac{\pi L^2}{4VT_0G},\qquad
L=\frac{\lambda G\sqrt{k_F^2-G^2/4}}{k_F^2}.
\label{planes}
\end{equation}
This treats the planes as isolated and evaluates $L$ on the ring where plane and sphere meet.

The aluminium model is defined by the inputs $a=4.05$ \AA, $V_{111}=0.24$ eV and $V_{200}=0.76$ eV, chosen to resemble the metal roughly. The round choices $\lambda=5$ meV, $r_p=0.4$ \AA\ and $\tau=10$ fs at 300 K complete the model. Then $k_F=1.127$ and $T_0=9.17$ eV. For the eight $\{111\}$ planes $G=\sqrt3$ and $L=4.92$ meV, so
\begin{equation}
\langle b^2\rangle_{111}\simeq\frac{8}{2(1.127)}\,\frac23\,
\frac{\pi(0.00492)^2}{4(0.24)(9.17)\sqrt3}=1.18\times10^{-5}.
\end{equation}
The six $\{200\}$ planes add $0.17\times10^{-5}$. Their larger potential is the main reason for their smaller share.

The fuller calculation used 22 plane waves and fixed the Fermi energy by three electrons per atom. It located 2619 crossings of the Fermi surface with lines along $z$. Each crossing contributes $1/|v_z|$ to the density of states. Cubic symmetry allows an extra factor $3v_z^2/v^2$, whose symmetry average is one, and the resulting weight $3|v_z|/v^2$ stays finite when a line grazes the surface. The result is
\begin{equation}
\langle b^2\rangle=(1.34\pm0.14)\times10^{-5},
\end{equation}
where the uncertainty is the standard error estimated from eight blocks of this sample. It does not cover rare states that the sample missed, and these matter. Without spin-orbit coupling, bands 2 and 3 of the model touch at points on the Fermi surface, for example near $\mathbf k=(0.41,0,0.97)$ in units of $2\pi/a$. Spin-orbit coupling opens a gap of only about 9 meV there, and the mixing around these points is far above average. A second sample was refined repeatedly around small gaps, with the nearest band treated exactly and the others by \eqref{pert}. For states within 0.1 eV of the Fermi energy it gave $2.7\times10^{-5}$, with 36\% of it from gaps below 0.066 eV. Separate runs and narrower energy windows gave values from 2.4 to $2.9\times10^{-5}$. The main-sample value is therefore too low by a factor of about two. The isolated-plane sum, $1.35\times10^{-5}$, also omits the touching points, so it confirms only the order of magnitude.

In the main sample, states with a gap below 1 eV occupy 24\% of the Fermi surface, weighted by density of states, and supply 82\% of $\langle b^2\rangle$. Their mean mixing is $4.6\times10^{-5}$, against $3.2\times10^{-6}$ elsewhere, a ratio of about 15. Tightening the limit to 0.5 eV leaves 10\% of the surface and 62\% of the mixing. In the refined sample, gaps below 1 eV supplied 91\% of the mixing and gaps below 0.5 eV supplied 80\%, so the concentration is stronger still. The mixing at small gaps comes mainly from the nearby band: the nearest-band term of \eqref{pert} alone provides 93\% of it in the region below 1 eV. For gaps above 0.3 eV, the average from \eqref{pert} agrees with full diagonalization to 0.04\%. Away from the touching points $b^2$ is proportional to $\lambda^2$, so the main-sample shares hardly depend on $\lambda$. Close to those points the mixing saturates: doubling $\lambda$ raises the refined average by a factor of 3.5 instead of 4.

With \eqref{t1}, the relaxation time from the main-sample mean is
\begin{equation}
T_1=\frac{10\ {\rm fs}}{4(1.34\times10^{-5})}\simeq1.9\times10^{2}\ {\rm ps}.
\end{equation}
The rms Fermi speed, $1.70\times10^6$ m/s, gives $D=\langle v^2\rangle\tau/3=96$ cm$^2$/s and a spin diffusion length $\sqrt{DT_1}\simeq1.3\ \mu$m. Room-temperature aluminium films have lengths of roughly a few hundred nanometres, so the model value is high. Sampling is one reason: the mean of the refined sample, $2.7\times10^{-5}$, gives about 93 ps and $0.94\ \mu$m from $\tau/4\langle b^2\rangle$; keeping the factor $1-b^2$ of \eqref{t1}, a 3\% correction for this average, gives about 95 ps. Two inputs could account for much of the rest. At fixed $b^2$ both $D$ and $T_1$ are proportional to $\tau$, so surface and grain-boundary scattering that halves $\tau$ also halves the length, to about 470 nm. Doubling $\lambda$ at fixed $\tau$ has nearly the same effect: the refined average rises 3.5 times, which shortens the length by a factor of 1.9. The model also omits phonon matrix elements, impurity spin-orbit coupling and core corrections to the spin. Enlarging the basis to 40 waves lowered the mean mixing of a test sample with gaps above 0.3 eV by 6\%; in a similar sample, going on to 90 waves lowered it by about one per cent more, and 168 waves changed nothing further. In samples refined around the touching points, the same enlargement lowered the mean from about 2.8 to $2.5\times10^{-5}$. Both changes are small beside the factors of two just considered, but the second digit of the refined average is not converged.

The smallest gap in the main sample was 0.16 eV, below the isolated-plane minimum $2V_{111}=0.48$ eV, so more than two waves take part there. No gap in that sample lay below the lifetime broadening $\hbar/\tau=0.066$ eV or $k_BT=0.026$ eV, but such gaps do occur around the touching points. If the half-gap grows as $\kappa r$ around such a point and $L$ is nearly constant, \eqref{bragg} gives
\begin{equation}
\int b_\perp^2\,d^2r\simeq\frac{\pi L^2}{2\kappa^2}\ln\frac{\kappa r_c}{L}
\end{equation}
out to a radius $r_c\gg L/\kappa$. This holds to logarithmic accuracy and for an isotropic cone; the exact integral of \eqref{bragg} adds $\ln2-\tfrac12\simeq0.19$ to the logarithm. The logarithm means that each decade of gap contributes equally, so a mesh can miss part of it. Once the gap falls below $\hbar/\tau$, scattering between separate bands is no longer a valid description. About a third of the mixing in the refined sample comes from such gaps, so the relaxation times given here are results of the band formula, not predictions for aluminium at 300 K.

The sampling decision can now be made quantitative. The Lorentzian in \eqref{bragg} has half-width $w=V/T_0G$, which for $\{111\}$ is 0.015 in units of $2\pi/a$, or 0.023 \AA$^{-1}$. Its Fourier transform decays exponentially, so by Poisson summation a uniform mesh of spacing $h$ normal to the plane has a leading relative error of at most $2e^{-2\pi w/h}$. That is 0.4\% for $h=w$, 9\% for $h=2w$ and 42\% for $h=4w$, where the higher terms raise the worst error to 52\%. For an isolated $\{111\}$ plane, a spacing near 0.02 \AA$^{-1}$ along the normal therefore keeps this error below one per cent. The natural place to refine the mesh is the hot quarter of the surface, which holds most of the mixing; that spacing does not cover the touching points, however. In this model about half of the refined average comes from gaps below 0.16 eV, on about 0.5\% of the surface, so the mesh must be refined much further there and its convergence checked separately. The numerical output below covers the main sample and the scattering tests on 20 and 120 states; the refined-sample, touching-point, white-noise and 60-state values come from separate runs.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant: 4.05 angstrom
form factors V111, V200: 0.24, 0.76 eV
spin-orbit strength lambda: 0.0050 eV
p-projector radius: 0.40 angstrom
momentum time: 10.0 fs; temperature: 300 K
free-electron kF: 1.7488 1/angstrom = 1.1273 (2 pi/a)
kinetic unit T0: 9.1701 eV
plane waves, small and large basis: 22, 40
Fermi energy above potential average: 11.532 eV
Fermi-surface crossings: 2619
DOS per spin and atom, surface: 0.1886 1/eV
DOS per spin and atom, counting: 0.1873 1/eV
Bragg coupling L111, L200: 0.004918, 0.004094 eV
isolated-plane b2, 111 and 200: 1.179e-05, 1.676e-06
Fermi average b2: 1.342e-05
sampling standard error of b2: 1.4e-06
average b2(1-b2): 1.342e-05
largest sampled axis-mean b2: 6.007e-04
smallest sampled gap: 0.1569 eV
gap < 0.5 eV: surface 9.9 %, b2 62.2 %
gap < 1.0 eV: surface 23.8 %, b2 82.0 %
gap < 1.5 eV: surface 32.7 %, b2 87.7 %
mean b2, hot and cold (1 eV): 4.629e-05, 3.172e-06
hot/cold mean ratio: 14.59
nearest-band share of hot mixing: 93.0 %
band-sum/exact b2, gaps above 0.3 eV: 0.99960
uncorrelated decay/formula: 1.00000000
screening wave number: 2.051 1/angstrom
screened flip rate/(b2 momentum rate): 3.014
screened spin decay/(b2 momentum rate): 3.936
contact flip rate/(b2 total rate): 1.837
contact spin decay/total rate: 2.0e-15
spin relaxation time T1: 186.3 ps
rms Fermi speed: 1.698e+06 m/s
diffusion constant: 96.1 cm2/s
spin diffusion length: 1338 nm
lifetime broadening hbar/tau: 0.0658 eV
b2 share at gaps below hbar/tau: 0.0 %
thermal energy kT: 0.0259 eV
b2 share at gaps below kT: 0.0 %
b2 change in larger basis: -5.59 %
\end{verbatim}
